**Freezing of a defect population during cooling**

The program tests the estimate that defects freeze near $T^*$, where the exposure $u(T)=R^{-1}\int_0^T k\,dT'$ equals one. Here $R$ is the cooling rate, $k=\pi^2D/(4L^2)$ is the slowest loss rate of a film with sinks at distance $L$ from its midplane, and $D$ is the defect diffusivity. A finite-volume solution of diffusion during cooling is compared with the derived mean and midplane densities for three formation energies and two cooling rates. The program asserts agreement within 1.5% in density and 1 K in the mean freezing temperature, and that a tenfold initial excess is forgotten. Further assertions cover the jump sum, the exposure integral, the slowest film mode, the dislocation estimate, slowing by traps and the tunnelling correction. For a 2 eV barrier, $10^{13}$ s⁻¹ per jump path, 1 K/s and 1 µm, the output gives $T^*=1196$ K. With a 3 eV formation energy, the derived and simulated mean freezing temperatures are 1196.0 and 1195.9 K. A tenfold change in attempt frequency moves the result by about 120 to 145 K.

## Numerical check

```python
# Result under test: defects cooled at a constant rate freeze near the
# temperature T_star where the remaining exposure to sinks is one:
#   exposure(T) = integral from 0 to T of k(T') dT' / cooling_rate = 1,
#   k = (pi^2/4) D / L^2,  D = 2 d^2 nu exp(-E_m/(k_B T)).
# L: half thickness of a film with sinks on both faces; d: jump length;
# nu: attempt frequency per jump path; E_m: migration barrier.
# The final density is c_eq(T_star) times a factor from all film modes.
# Energies are in eV, temperatures in K, other internal quantities in SI.
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expn, gamma, zeta, expit, j0, j1, y0, y1

KB = const.k / const.e
BARRIER = 2.0
ATTEMPT = 1.0e13
COOLING = 1.0
LENGTH = 1.0e-6
JUMP = 0.31e-9
FORMATION = 3.0
T_START = 1900.0
T_END = 700.0
SITES = np.sqrt(2.0) / JUMP**3
SLAB = np.pi**2 / 4


def diffusivity(T, barrier=BARRIER, attempt=ATTEMPT):
    return 2 * JUMP**2 * attempt * np.exp(-barrier / (KB * T))


def exposure(T, cooling=COOLING, barrier=BARRIER, attempt=ATTEMPT,
             length=LENGTH, shape=SLAB):
    prefactor = shape * 2 * JUMP**2 * attempt / length**2
    return prefactor * T / cooling * expn(2, barrier / (KB * T))


def temperature_at(target, **changes):
    return brentq(lambda T: np.log(exposure(T, **changes) / target),
                  350.0, 3500.0)


def equilibrium(T, formation=FORMATION):
    return SITES * np.exp(-formation / (KB * T))


def freeze(formation=FORMATION, **changes):
    """T_star, exponent p, mean and midplane factors, and both T_f."""
    t_star = temperature_at(1.0, **changes)
    x = changes.get("barrier", BARRIER) / (KB * t_star)
    p = formation / (KB * t_star) * expn(2, x) / np.exp(-x)
    s = 2 + 2 * p
    mean = gamma(1 + p) * 8 / np.pi**2 * (1 - 2**(-s)) * zeta(s, 1)
    s = 1 + 2 * p
    beta = 4**(-s) * (zeta(s, 0.25) - zeta(s, 0.75))
    middle = gamma(1 + p) * 4 / np.pi * beta
    t_mean = 1 / (1 / t_star - KB / formation * np.log(mean))
    t_middle = 1 / (1 / t_star - KB / formation * np.log(middle))
    return t_star, p, mean, middle, t_mean, t_middle


def film_matrix(cells):
    """Finite volumes: no flux at midplane, fixed density at surface."""
    matrix = (np.diag(-2.0 * np.ones(cells))
              + np.diag(np.ones(cells - 1), 1)
              + np.diag(np.ones(cells - 1), -1))
    matrix[0, 0] = -1.0
    matrix[-1, -1] = -3.0
    return matrix * cells**2


def simulate(formation, cooling, start_factor=1.0, cells=60):
    """Cool the film; return final mean and midplane density in m^-3."""
    matrix = film_matrix(cells)
    source = np.zeros(cells)
    source[-1] = 2.0 * cells**2
    t_ref = 1200.0

    def surface(T):
        return np.exp(-formation / KB * (1 / T - 1 / t_ref))

    def slope(time, density):
        T = T_START - cooling * time
        return diffusivity(T) / LENGTH**2 * (
            matrix @ density + source * surface(T))

    def jacobian(time, density):
        return diffusivity(T_START - cooling * time) / LENGTH**2 * matrix

    start = start_factor * surface(T_START) * np.ones(cells)
    run = solve_ivp(slope, (0, (T_START - T_END) / cooling), start,
                    method="Radau", jac=jacobian, rtol=1e-6, atol=1e-8)
    assert run.success
    scale = equilibrium(t_ref, formation)
    return run.y[:, -1].mean() * scale, run.y[0, -1] * scale


# Diffusion tensor from the explicit list of nearest-neighbour jumps.
jumps = np.array([v for v in itertools.product((-1, 0, 1), repeat=3)
                  if np.dot(v, v) == 2]) * JUMP / np.sqrt(2)
tensor = 0.5 * ATTEMPT * np.exp(-BARRIER / (KB * 1200)) * jumps.T @ jumps
assert len(jumps) == 12
assert np.allclose(tensor / diffusivity(1200), np.eye(3), atol=1e-12)

# Slowest film mode from diagonalization.
slowest = -np.linalg.eigvalsh(film_matrix(100))[-1]
assert abs(slowest / SLAB - 1) < 1e-3

# Exposure from direct integration over the cooling path.
direct = quad(lambda T: SLAB * diffusivity(T) / LENGTH**2 / COOLING,
              300, 1200, epsabs=0, epsrel=1e-10, limit=200)[0]
assert abs(direct / exposure(1200) - 1) < 1e-7

base = freeze()
t_star, exponent, mean_factor, middle_factor, t_f, t_mid = base
x_star = BARRIER / (KB * t_star)
assert abs(exponent / (FORMATION / (BARRIER + 2 * KB * t_star)) - 1) < 0.01

# Hand iteration against the root of the full exposure.
hand = [1000.0]
k0 = SLAB * 2 * JUMP**2 * ATTEMPT / LENGTH**2
for _ in range(5):
    T = hand[-1]
    hand.append(BARRIER / KB / np.log(
        k0 * T / (COOLING * (BARRIER / (KB * T) + 2))))
assert abs(hand[-1] - t_star) < 0.5

# Full diffusion during cooling. The local power law for c_eq neglects
# a curvature that is worth somewhat less than one percent in density.
simulated = {}
for formation, cooling in ((2.0, 1.0), (3.0, 1.0), (4.0, 1.0), (3.0, 10.0)):
    mean, middle = simulate(formation, cooling)
    simulated[formation, cooling] = mean
    law = freeze(formation, cooling=cooling)
    reference = equilibrium(law[0], formation)
    assert abs(mean / (reference * law[2]) - 1) < 0.015
    assert abs(middle / (reference * law[3]) - 1) < 0.015
    t_simulated = formation / (KB * np.log(SITES / mean))
    assert abs(t_simulated - law[4]) < 1.0
    if (formation, cooling) == (FORMATION, COOLING):
        t_f_simulated = t_simulated
excess_start = simulate(FORMATION, COOLING, start_factor=10.0)[0]
assert abs(excess_start / simulated[FORMATION, COOLING] - 1) < 1e-3

# Dislocation line in a cylindrical cell of outer radius LENGTH.
CORE = 0.5e-9
ratio = CORE / LENGTH
root = brentq(lambda q: j0(q * ratio) * y1(q) - y0(q * ratio) * j1(q),
              0.05, 1.5)
line_shape = root**2
line_estimate = 2 / (np.log(1 / ratio) - 0.75)
assert abs(line_shape / line_estimate - 1) < 0.03
t_line = temperature_at(1.0, shape=line_shape)

# Reversible trapping at immobile dopants in local equilibrium.
DOPANTS = 1.0e23
BINDING = 1.0


def pair_ratio(T):
    return 12 * DOPANTS / SITES * np.exp(BINDING / (KB * T))


def trapped_exposure(T):
    return quad(lambda s: SLAB * diffusivity(s) / LENGTH**2 / COOLING
                / (1 + pair_ratio(s)), 500, T, epsabs=0, epsrel=1e-8,
                limit=200)[0]


t_trap = brentq(lambda T: np.log(trapped_exposure(T)), 900, 1700)
loss = SLAB * diffusivity(t_star) / LENGTH**2
capture = 4 * np.pi * CORE * diffusivity(t_star) * DOPANTS
release = capture / pair_ratio(t_star)
rates = np.array([[-loss - capture, release], [capture, -release]])
slow_rate = -np.max(np.linalg.eigvals(rates).real)
assert abs(slow_rate * (1 + pair_ratio(t_star)) / loss - 1) < 0.01

# Tunnelling through a parabolic barrier with the attempt frequency.
quantum = const.h * ATTEMPT / (const.k * t_star)
tunnelling = 1 + quantum**2 / 24
thermal_average = quad(lambda e: np.exp(-e) * expit(2 * np.pi * e / quantum),
                       -10, 40, points=[0], limit=200)[0]
assert abs(thermal_average - tunnelling) < 1e-3
t_tunnel = temperature_at(1.0, attempt=ATTEMPT * tunnelling)

# Annihilation with an equally numerous partner, relative to sink loss.
frozen = equilibrium(t_star) * mean_factor
partner = 4 * np.pi * CORE * frozen / (SLAB / LENGTH**2)

# Last jump: expected number of further jumps during cooling is one.
t_jump = brentq(lambda T: np.log(12 * ATTEMPT * T / COOLING
                                 * expn(2, BARRIER / (KB * T))), 350, 1500)
jumps_left = quad(lambda T: 12 * ATTEMPT * np.exp(-BARRIER / (KB * T))
                  / COOLING, 250, t_jump, epsabs=0, limit=200)[0]
assert abs(jumps_left - 1) < 1e-5
assert t_jump < t_star
use_jumps = 12 * ATTEMPT * np.exp(-BARRIER / (KB * 450)) * 10 * const.year

print(f"Migration barrier: {BARRIER:.1f} eV")
print(f"Attempt frequency per path: {ATTEMPT:.1e} s^-1")
print(f"Cooling rate: {COOLING:.1f} K/s")
print(f"Distance to sink L: {LENGTH*1e6:.1f} um")
print(f"Jump length: {JUMP*1e9:.2f} nm")
print(f"Formation energy: {FORMATION:.1f} eV")
print(f"Start temperature: {T_START:.0f} K")
print(f"Site density: {SITES*1e-6:.3e} cm^-3")
print(f"Diffusivity prefactor: {2*JUMP**2*ATTEMPT*1e4:.3e} cm2/s")
print(f"Sink rate prefactor k0: {k0:.3e} s^-1")
print("Hand iteration: " + ", ".join(f"{T:.1f}" for T in hand) + " K")
print(f"T_star (exposure one): {t_star:.1f} K")
print(f"Thermal energy at T_star: {KB*t_star:.4f} eV")
print(f"x = E_m/kT at T_star: {x_star:.2f}")
print(f"Diffusivity at T_star: {diffusivity(t_star)*1e4:.3e} cm2/s")
print(f"Sink relaxation time at T_star: {1/loss:.1f} s")
print(f"Exposure at start: {exposure(T_START):.0f}")
print(f"T with 90% of excess still to go: {temperature_at(np.log(10)):.0f} K")
print(f"T with 10% of excess still to go: {temperature_at(-np.log(0.9)):.0f} K")
print(f"Exponent p: {exponent:.3f}")
print(f"Mean density / c_eq(T_star): {mean_factor:.3f}")
print(f"Midplane density / c_eq(T_star): {middle_factor:.3f}")
print(f"T_f from mean density: {t_f:.1f} K")
print(f"T_f from full simulation: {t_f_simulated:.1f} K")
print(f"T_f at midplane: {t_mid:.1f} K")
print(f"Frozen mean density: {frozen*1e-6:.2e} cm^-3")
print(f"Simulated mean density: {simulated[3.0, 1.0]*1e-6:.2e} cm^-3")
for formation in (2.0, 4.0):
    law = freeze(formation)
    density = equilibrium(law[0], formation) * law[2] * 1e-6
    print(f"E_f {formation:.0f} eV: T_f {law[4]:.1f} K, {density:.2e} cm^-3")
for label, changes in (("attempt 1e12 s^-1", {"attempt": 1e12}),
                       ("attempt 1e14 s^-1", {"attempt": 1e14}),
                       ("barrier 1.9 eV", {"barrier": 1.9}),
                       ("barrier 2.1 eV", {"barrier": 2.1}),
                       ("distance 10 um", {"length": 1e-5}),
                       ("cooling 10 K/s", {"cooling": 10.0})):
    print(f"T_f, {label}: {freeze(**changes)[4]:.0f} K")
print(f"Capture and core radius: {CORE*1e9:.1f} nm")
print(f"Shape factor, film: {SLAB:.3f}; line: {line_shape:.3f}")
print(f"T_star, dislocation sinks: {t_line:.0f} K")
print(f"Dopants: {DOPANTS*1e-6:.1e} cm^-3, binding {BINDING:.1f} eV")
print(f"Trapped/free ratio at T_star: {pair_ratio(t_star):.2f}")
print(f"T_star with trapping: {t_trap:.0f} K")
print(f"Partner annihilation / sink loss: {partner:.1e}")
print(f"Tunnelling rate factor: {tunnelling:.4f}")
print(f"Tunnelling shift of T_star: {t_tunnel-t_star:.2f} K")
print(f"T with one jump left in cooling: {t_jump:.0f} K")
print(f"Jumps in ten years at 450 K: {use_jumps:.2f}")
print("checks complete")
```

Printed output:

```
Migration barrier: 2.0 eV
Attempt frequency per path: 1.0e+13 s^-1
Cooling rate: 1.0 K/s
Distance to sink L: 1.0 um
Jump length: 0.31 nm
Formation energy: 3.0 eV
Start temperature: 1900 K
Site density: 4.747e+22 cm^-3
Diffusivity prefactor: 1.922e-02 cm2/s
Sink rate prefactor k0: 4.742e+06 s^-1
Hand iteration: 1000.0, 1218.2, 1194.5, 1196.8, 1196.6, 1196.6 K
T_star (exposure one): 1196.4 K
Thermal energy at T_star: 0.1031 eV
x = E_m/kT at T_star: 19.40
Diffusivity at T_star: 7.220e-11 cm2/s
Sink relaxation time at T_star: 56.1 s
Exposure at start: 3168
T with 90% of excess still to go: 1245 K
T with 10% of excess still to go: 1082 K
Exponent p: 1.365
Mean density / c_eq(T_star): 0.991
Midplane density / c_eq(T_star): 1.524
T_f from mean density: 1196.0 K
T_f from full simulation: 1195.9 K
T_f at midplane: 1213.9 K
Frozen mean density: 1.08e+10 cm^-3
Simulated mean density: 1.08e+10 cm^-3
E_f 2 eV: T_f 1182.5 K, 1.42e+14 cm^-3
E_f 4 eV: T_f 1206.5 K, 9.28e+05 cm^-3
T_f, attempt 1e12 s^-1: 1340 K
T_f, attempt 1e14 s^-1: 1079 K
T_f, barrier 1.9 eV: 1141 K
T_f, barrier 2.1 eV: 1251 K
T_f, distance 10 um: 1520 K
T_f, cooling 10 K/s: 1340 K
Capture and core radius: 0.5 nm
Shape factor, film: 2.467; line: 0.291
T_star, dislocation sinks: 1329 K
Dopants: 1.0e+17 cm^-3, binding 1.0 eV
Trapped/free ratio at T_star: 0.41
T_star with trapping: 1221 K
Partner annihilation / sink loss: 2.8e-05
Tunnelling rate factor: 1.0067
Tunnelling shift of T_star: -0.38 K
T with one jump left in cooling: 658 K
Jumps in ten years at 450 K: 1.51
checks complete
```
